# Plane-wave unrestricted Hartree-Fock for the bcc Wigner crystal and its fluid crossings

## Definitions and conventions

Electrons of mass $m$ move at zero temperature in a rigid uniform positive background of equal density $n$. With $u=e^2/4\pi\varepsilon_0$, the Bohr radius is $a_0=\hbar^2/mu=5.291772\times10^{-11}$ m, the Hartree energy is $E_h=\hbar^2/ma_0^2=u/a_0=4.359745\times10^{-18}$ J, and the Coulomb transform is $v(q)=4\pi u/q^2$. The background cancels the $q=0$ component of the electron density. The density parameter is defined by $n=3/(4\pi r_s^3a_0^3)$. A bcc lattice with one electron per site has $n=2/a^3$, so $a=(8\pi/3)^{1/3}r_sa_0=2.03098\,r_sa_0$, and its reciprocal vectors are $\mathbf G=g(h,k,l)$ with $g=2\pi/a$ and $h+k+l$ even. The supercell is a cube of side $L=Ma$ and volume $V=L^3$ holding $N=2M^3$ electrons. Antiperiodic boundary conditions give wave vectors $\mathbf p=(2\pi/L)(\text{integers}+\tfrac12)$, a set invariant under the cubic group, cut off at $|\mathbf p|\le n_cg$. Energies are per electron, in unrestricted Hartree-Fock (HF): one determinant of spin-up and spin-down orbitals, without correlation.

The term crystallization density needs a definition. Overhauser's theorem, used here without proof, says that the uniform HF fluid can lower its energy by a density wave at any density, so the HF ground state has no point where uniformity ends. What can be computed is the $r_s$ at which a specified stationary crystal crosses a specified fluid.

## The fluids

A determinant of plane waves filling a sphere of radius $k_F$ has $n_s=k_F^3/6\pi^2$ per spin and kinetic energy $\tfrac35\hbar^2k_F^2/2m$. The exchange energy is $\varepsilon_x=-(2n_s)^{-1}\iint d^3k\,d^3k'\,v(\mathbf k-\mathbf k')/(2\pi)^6$. The angular integral is $2\pi\int_{-1}^1d\mu/(k^2+k'^2-2kk'\mu)=(2\pi/kk')\ln|(k+k')/(k-k')|$, and the remaining solid angle gives $4\pi$. With $k=k_Fx$, $k'=k_Fy$,

$$\varepsilon_x=-\frac{3\pi^2\cdot4\pi\cdot4\pi\cdot2\pi}{(2\pi)^6}\,uk_FI=-\frac{3}{2\pi}uk_FI,\qquad I=\int_0^1\!\!\int_0^1xy\ln\left|\frac{x+y}{x-y}\right|dx\,dy .$$

The symmetry $x\leftrightarrow y$ and the substitution $y=xt$ give $I=2\int_0^1x^3dx\int_0^1t\ln\frac{1+t}{1-t}dt$. Since $\ln\frac{1+t}{1-t}=2\sum_jt^{2j+1}/(2j+1)$, the $t$ integral is $\sum_j[\frac1{2j+1}-\frac1{2j+3}]=1$, so $I=\tfrac12$ and $\varepsilon_x=-3uk_F/4\pi$. The unpolarized fluid has $n_s=n/2$, hence $k_F=K/r_sa_0$ with $K=(9\pi/4)^{1/3}$; the polarized fluid has $n_s=n$ and $k_F$ larger by $2^{1/3}$. In units of $10^{-18}$ J,

$$\varepsilon_{\rm unpol}=\frac{4.81730}{r_s^2}-\frac{1.99748}{r_s},\qquad\varepsilon_{\rm pol}=\frac{7.64699}{r_s^2}-\frac{2.51667}{r_s}.$$

Equating them, $\tfrac3{10}K^2(2^{2/3}-1)/r_s^2=\tfrac{3}{4\pi}K(2^{1/3}-1)/r_s$, and dividing by $2^{1/3}-1$ gives the Bloch point $r_B=\tfrac{2\pi}5K(1+2^{1/3})=5.4502$. A crystal must be compared with the unpolarized fluid below $r_B$ and with the polarized fluid above it.

## The naive scheme and its first failure: no crystal appears

The naive scheme starts from the fluid, builds the Fock matrix in plane waves with the $q=0$ term dropped, fills the lowest $N$ levels and repeats. A determinant of plane waves has a density matrix diagonal in $\mathbf p$; its Fock matrix is then diagonal too, the eigenvectors can again be taken as plane waves, and in exact arithmetic, with plane waves chosen within degenerate levels, the iteration never leaves that class. The fixed point need not be stable: at $r_s=10$, $M=2$, noise of $10^{-13}E_h$ added to the Fock matrix grows to off-diagonal density-matrix elements of order 0.1 in 25 cycles, while at $r_s=3$ it does not grow. A chosen crystal is not obtained this way, so here it is imposed through the occupation and the starting orbitals.

A band on $N$ primitive cells holds $N$ states per spin. One electron per cell with equal orbitals for both spins half fills it and gives a metal. The two full-band states considered here have either all spins parallel (FM, $N_s=2M^3$ orbitals of one spin) or a doubled cell with up spins on cube corners and down spins on cube centres (AF, $N_s=M^3$ per spin, all integer $h,k,l$ allowed). The scheme occupies one orbital at each $\mathbf k$,

$$\phi_{\mathbf k}(\mathbf r)=V^{-1/2}\sum_{\mathbf p\in\mathbf k}c(\mathbf p)e^{i\mathbf p\cdot\mathbf r},\qquad\sum_{\mathbf p\in\mathbf k}c(\mathbf p)^2=1,$$

where $\mathbf p\in\mathbf k$ means $\mathbf p=\mathbf k+\mathbf G$. Each $\mathbf p$ belongs to one $\mathbf k$, so the whole band is a single function $c(\mathbf p)$, which inversion about a site together with time reversal allows to be real. Orbitals at different $\mathbf k$ share no plane wave and are orthogonal.

The kinetic energy is $T=N_s^{-1}\sum_{\mathbf p}t_pc(\mathbf p)^2$ with $t_p=\hbar^2p^2/2m$. Summing $|\phi_{\mathbf k}|^2$ gives the one-spin density $(N_s/V)\sum_{\mathbf G}f(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ with $f(\mathbf G)=N_s^{-1}\sum_{\mathbf p}c(\mathbf p)c(\mathbf p+\mathbf G)$. In AF the down orbitals are the up orbitals shifted by $\boldsymbol\tau=\tfrac a2(1,1,1)$, which multiplies $f$ by $e^{-i\mathbf G\cdot\boldsymbol\tau}=(-1)^{h+k+l}$. The charge density is then $n\,f\cdot\tfrac12[1+(-1)^{h+k+l}]$: even $\mathbf G$ carry charge, odd $\mathbf G$ carry magnetization. In both states the Hartree energy, $\tfrac12V\sum v\,n_{\mathbf G}^2/N$, is $E_H=\tfrac12\sum'nv(G)f(\mathbf G)^2$ over even $\mathbf G\ne0$.

Exchange acts between equal spins. The pair density $\phi^*_{\mathbf k}\phi_{\mathbf k'}$ has components $A_{\mathbf k}(\mathbf q)/V$ with $A_{\mathbf k}(\mathbf q)=\sum_{\mathbf p\in\mathbf k}c(\mathbf p)c(\mathbf p+\mathbf q)$, and its Coulomb self-energy is $V^{-1}\sum_{\mathbf q}v|A|^2$. As $\mathbf k$ and $\mathbf q$ fix $\mathbf k'$,

$$E_x=-\frac1{2V}\sum_{\mathbf q}v(q)W(\mathbf q),\qquad W(\mathbf q)=\frac1{N_s}\sum_{\mathbf k}A_{\mathbf k}(\mathbf q)^2,\qquad W(0)=1 .$$

Writing the two factors of $A^2$ as sums over $\mathbf p$ and $\mathbf p+\mathbf G$, and setting $\mathbf p'=\mathbf p+\mathbf q$,

$$N_sE_x=-\frac1{2V}\sum_{\mathbf p,\mathbf p',\mathbf G}v(\mathbf p-\mathbf p')\,c(\mathbf p)c(\mathbf p+\mathbf G)\,c(\mathbf p')c(\mathbf p'+\mathbf G).$$

Now differentiate $N_sE$ with respect to $c(\mathbf p)$. The kinetic term gives $2t_pc(\mathbf p)$. The Hartree term gives $\sum'nvf\,[c(\mathbf p+\mathbf G)+c(\mathbf p-\mathbf G)]=2\sum'nvf\,c(\mathbf p+\mathbf G)$, because $f$ is even in $\mathbf G$. In the exchange term the four factors contribute equally, by the relabellings $\mathbf p\leftrightarrow\mathbf p'$ and $\mathbf G\to-\mathbf G$, which turns $-1/2V$ into $-2/V$. One multiplier $\epsilon_{\mathbf k}$ per normalization then gives $F_{\mathbf k}c_{\mathbf k}=\epsilon_{\mathbf k}c_{\mathbf k}$ with

$$F(\mathbf p,\mathbf p+\mathbf G)=t_p\delta_{\mathbf G0}+nv(G)f(\mathbf G)\big|_{\rm even,\,\ne0}-\frac1V\sum_{\mathbf p'}v(\mathbf p-\mathbf p')\,c(\mathbf p')c(\mathbf p'+\mathbf G).$$

The interaction energy $U=E_H+E_x$ appears twice in $\langle F\rangle=N_s^{-1}\sum_{\mathbf k}\epsilon_{\mathbf k}$, so $U=\tfrac12(\langle F\rangle-T)$. At fixed $c$, $T\propto r_s^{-2}$ and $U\propto r_s^{-1}$; since the basis scales with the cell and $E$ is stationary in $c$, $dE/dr_s=-(2T+U)/r_s$.

## Two limits that guarantee a crossing

At each $\mathbf k$ the kinetic energy is at least that of the shortest $\mathbf k+\mathbf G$, so $T$ is bounded below by the mean of $t_p$ over the Brillouin zone. For AF the zone is a cube of side $g$ and $\langle p^2\rangle=3g^2/12=g^2/4$. For FM it is, in units of $g$, the unit cube (where $\int p^2=\tfrac14$) plus six pyramids with apices at $(\pm1,0,0)$ and equivalents. At distance $s\le\tfrac12$ from an apex the section is a square of side $2s$, so one pyramid gives $\int_0^{1/2}4s^2[(1-s)^2+\tfrac23s^2]ds=4[\tfrac1{24}-\tfrac1{32}+\tfrac1{96}]=\tfrac1{12}$. The total $\tfrac14+\tfrac6{12}$ over the volume 2 gives $\langle p^2\rangle=3g^2/8$. These bounds exceed the kinetic energy of the fluid of equal polarization by factors 1.0231 (FM) and 1.0827 (AF). The excess grows as $r_s^{-2}$ and interaction energies as $r_s^{-1}$, so to leading order as $r_s\to0$ the fluid wins.

At low density take Gaussians $e^{-m\omega r^2/2\hbar}$ on the sites, that is $c\propto e^{-\hbar p^2/2m\omega}$, with negligible overlap. Then $T=\tfrac34\hbar\omega$ and $\langle r^2\rangle=3\hbar/2m\omega$. Exchange cancels the self-repulsion of each cloud, and separate spherical clouds repel as points, which leaves the point-lattice energy $C_{\rm bcc}E_h/r_s$. The background potential energy obeys $\nabla^2\varphi=4\pi un$, so spherical smearing adds $\tfrac23\pi un\langle r^2\rangle=u\langle r^2\rangle/2r_s^3a_0^3=\tfrac34E_h^2/(\hbar\omega r_s^3)$. The minimum is at $\hbar\omega=E_hr_s^{-3/2}$, giving $E\to E_h(C_{\rm bcc}/r_s+\tfrac32r_s^{-3/2})$. The Ewald sum below, applied to the primitive bcc cell and halved, gives $C_{\rm bcc}=-0.895929$, lower than the coefficient $-2.51667/4.359745=-0.577$ of the polarized fluid, so the crystal wins as $r_s\to\infty$. This Gaussian, normalized at each $\mathbf k$, is the starting point of the iteration.

## Second failure: the dropped $q=0$ term

The infinite crystal has $E_x=-\tfrac12\int d^3q\,vW/(2\pi)^3$. The singularity $q^{-2}$ is integrable, but dropping the point $q=0$ drops a region of size $2\pi/L$ whose weight is of order $u/L$. To find it, split $W=e^{-\sigma q^2}+(W-e^{-\sigma q^2})$ with $\sigma\ll L^2$, and define, with $\mathbf R$ the supercell vectors,

$$\xi=\frac1V\sum_{\mathbf q\ne0}v\,e^{-\sigma q^2}-\int\!\frac{d^3q}{(2\pi)^3}v\,e^{-\sigma q^2}-\frac{4\pi u\sigma}V+u\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sqrt\sigma)}R .$$

The integral equals $(2u/\pi)\int_0^\infty e^{-\sigma q^2}dq=u/\sqrt{\pi\sigma}$. This Ewald quantity does not depend on $\sigma$. The $\sigma$ derivative of the first three terms is $-4\pi u[V^{-1}\sum_{\rm all\,\mathbf q}-\int]e^{-\sigma q^2}$, where the third term supplies $\mathbf q=0$. Poisson summation turns this into $-4\pi u\sum_{\mathbf R\neq0}(4\pi\sigma)^{-3/2}e^{-R^2/4\sigma}=-u\sum e^{-R^2/4\sigma}/(2\sqrt\pi\sigma^{3/2})$, and the derivative of the erfc term is the same with opposite sign. For the cube, direct summation gives $\xi=-2.837297\,u/L$. For $\sigma\ll L^2$ the erfc sum is negligible, and the Gaussian part of the integral equals its punctured sum minus $\xi$ minus $4\pi u\sigma/V$.

For the second part, assume the band is separated from the next by a direct gap and its density matrix decays exponentially, so that $W$ is smooth. It is even and cubic, hence $W=1-\alpha q^2+O(q^4)$; $1-W$ is the exchange structure factor. Then $v\,(W-e^{-\sigma q^2})\to4\pi u(\sigma-\alpha)$ at $q\to0$, a finite value that the mesh sum should include with weight $1/V$. Adding both parts, $\sigma$ cancels:

$$\int\!\frac{d^3q}{(2\pi)^3}vW\simeq\frac1V\sum_{\mathbf q\ne0}vW-\xi-\frac{4\pi u\alpha}V,\qquad E_x\simeq E_x^{\,q\ne0}+\frac\xi2+\Delta,\qquad\Delta=\frac{2\pi u\alpha}{V}=\frac{e^2\alpha}{2\varepsilon_0V}.$$

Setting $v(0)/V\to-\xi$ in the sums produces $\xi/2$, since $W(0)=1$. In $F$ it adds $\xi\,c(\mathbf p)c(\mathbf p+\mathbf G)$, which is $\xi$ times the projector on the occupied orbital: that level drops by $|\xi|$, the empty levels stay, and stationary orbitals are unchanged. The energy with $\xi/2$ and without $\Delta$ is called raw below.

## Third failure: the $1/N$ term

$\Delta$ is positive and of order $1/N$, so the raw energy favours the crystal. It needs $\alpha$, which the converged $c$ supplies at the two smallest mesh vectors along a cube axis, $q=2\pi/L$ and $2q$. For the Gaussian crystal $W$ is the squared transform of the site density, $e^{-\hbar q^2/2m\omega}$, so $\lambda=-\ln W$ is purely quadratic with $\alpha=\hbar/2m\omega=\tfrac12r_s^{3/2}a_0^2$; this is why the logarithm is used. In general $\lambda=\alpha q^2+\beta q^4+\dots$, so $16\lambda(q)-\lambda(2q)=12\alpha q^2+O(q^6)$. For given orbitals the estimate of $\alpha$ errs by $O(L^{-4})$ and $\Delta$ by $O(L^{-7})$. Weak crystals on small meshes are not yet in this regime: at $M=6$ the same estimate along (110) and (111) is 10% and 20% below the axial one for FM at $r_s=5.46$, though less than 1% below for AF at $r_s=4.375$. Two larger power-law errors remain. The cubic-anisotropic $q^4$ term of $W$ times $v$ is a non-smooth function of degree two, and by scaling its sum differs from its integral by $O(q^2/V)=O(L^{-5})$. The orbitals minimize a functional lacking $\Delta$, which by stationarity costs $O(N^{-2})$.

At $r_s=100$, $M=3$ (with a larger cutoff, as the cloud is narrow) the raw energy is $-3.258235\times10^{-20}$ J and the corrected one $-3.252114\times10^{-20}$ J, against $(-0.00895929+0.0015)E_h=-3.252061\times10^{-20}$ J; $\alpha=1.416\times10^{-18}$ m² against $1.400\times10^{-18}$ m². Most of this 1.1% comes from the relaxation without $\Delta$. For the Gaussian, $\alpha=\langle r^2\rangle/3$, so the smearing term is $2\pi un\alpha$ and $\Delta$ is $1/N$ of it; without $\Delta$, $\omega^2$ falls by the factor $1-1/N$, $\alpha$ rises by the fraction $1/2N=0.9\%$ at $N=54$, and the corrected energy rises by $\tfrac3{16}N^{-2}E_hr_s^{-3/2}$. The $\alpha$ of the converged orbitals thus differs from its infinite-crystal value by $O(L^{-3})$. At $r_s=10$ (FM), in $10^{-19}$ J, the raw energy goes from $-1.87690$ to $-1.86968$ to $-1.86785$ for $M=4,6,8$, and the corrected one from $-1.86612$ to $-1.86647$ to $-1.86650$.

## Fourth failure: cost

With $P\approx\tfrac43\pi(n_cM)^3$ wave vectors, the exchange matrix costs $P^2$ operations per $\mathbf G$ if summed directly. For fixed $\mathbf G$ it is a convolution of $v$ with $R_{\mathbf G}(\mathbf p')=c(\mathbf p')c(\mathbf p'+\mathbf G)$, which a fast Fourier transform does in $P\ln P$. If the support of $R_{\mathbf G}$ spans $d$ points along an axis, differences run from $-(d-1)$ to $d-1$, so padding to at least $2d-1$ points makes the circular convolution equal the linear one. Imposing $c(S\mathbf p)=c(\mathbf p)$ for the 48 cubic operations gives $F(S\mathbf p,S\mathbf p+S\mathbf G)=F(\mathbf p,\mathbf p+\mathbf G)$, so convolutions are needed for $h\ge k\ge l\ge0$ and diagonalizations for one $\mathbf k$ per star. The energy is invariant under the symmetries, so its gradient at a symmetric point is symmetric, and a point stationary among symmetric states is stationary among all. It need not be a minimum.

Each cycle takes the lowest eigenvector at each $\mathbf k$. With $\mathbf r_{\mathbf k}=F_{\mathbf k}c_{\mathbf k}-\epsilon_{\mathbf k}c_{\mathbf k}$, $\epsilon_{\mathbf k}=c_{\mathbf k}^TF_{\mathbf k}c_{\mathbf k}$, the commutator of $F_{\mathbf k}$ with the projector $c_{\mathbf k}c_{\mathbf k}^T$ is $\mathbf r_{\mathbf k}c_{\mathbf k}^T-c_{\mathbf k}\mathbf r_{\mathbf k}^T$. DIIS diagonalizes $\sum_ix_iF^{(i)}$ over recent cycles, with $\sum x_i=1$ and the $x_i$ chosen to minimize the norm of the combined commutators, until the residual is small against $E_hr_s^{-3/2}$. Converged $c$ are reused at the next $r_s$ and interpolated in $\mathbf p$ to the next $M$; on the finest mesh four Fock builds then sufficed. The cutoff is $n_c=2.25$; raising it to 3 at $M=4$ lowers $E$ by $1.5\times10^{-25}$ J (FM, $r_s=5$) and by less for AF at $r_s=4$. The error grows with $r_s$: $2\times10^{-25}$ J for FM at 5.5, $8\times10^{-25}$ J for AF at 6.5, and $2\times10^{-24}$ J for FM at 10 (with $n_c=3.25$), which affects the last digit of the $r_s=10$ energies above.

## Fifth failure: weak crystals on small meshes

The step from sum to integral also assumed that the mesh resolves $c$. By Poisson summation the mesh average of a zone-periodic function equals its zone average plus its Fourier coefficients at the supercell vectors, with signs $(-1)^{n_1+n_2+n_3}$ from the half-step shift. Near a zone face a two-level model with splitting $2\sqrt{(\hbar sk)^2+D^2}$, where $s$ is a velocity and $2D$ the direct gap, has branch points at $k=\pm i\kappa$, $\kappa=D/\hbar s$, so these coefficients fall as $e^{-\kappa R}$. A weak crystal has small $\kappa$ and needs $\kappa L\gg1$. The gapless AF limit shows the scale. Over an interval of width $1/M$ the mean of $x^2$ exceeds its midpoint value by $1/12M^2$, so for even $M$ the mesh gives $\tfrac1{12}(1-M^{-2})$ in place of $\tfrac1{12}$. At $M=4$ this removes 6% of the kinetic energy, comparable with the 8% zone excess of that limit (at the AF crossing itself the gapped state has $T=3.30\times10^{-19}$ J against $4.81730\times10^{-18}/19.14=2.52\times10^{-19}$ J for the fluid, an excess of 31%). For FM the sign is opposite: mesh points lie on the zone faces, and the gapless mean is too large by 4% at $M=4$ and 2% at $M=6$, the direction in which the FM crossings below fall with $M$ while the AF one rises. The root search therefore climbs in $M$: a scan with spline interpolation at $M=6$, secant steps on $d=E+\Delta-\varepsilon_{\rm fluid}$ at $M=8$, and one Newton step with the last slope at $M=10$ and $12$.

## The crossings

Corrected energies at $M=6$, in $10^{-19}$ J:

| $r_s$ | unpol | pol | FM | AF |
|---|---|---|---|---|
| 6.5 | −1.933 | −2.062 | −2.102 | −2.166 |
| 5.5 | −2.039 | −2.048 | −2.046 | −2.193 |
| 5.0 | −2.068 | −1.975 | −1.944 | −2.166 |
| 4.5 | −2.060 | −1.816 | | −2.088 |
| 4.0 | −1.983 | −1.512 | | −1.924 |

Crossing values of $r_s$:

| pair | $M=6$ | 8 | 10 | 12 |
|---|---|---|---|---|
| AF, unpol | 4.3252 | 4.3750 | 4.3818 | 4.3830 |
| FM, unpol | 5.4692 | 5.4601 | 5.4586 | 5.4583 |
| FM, pol | 5.5341 | 5.4952 | 5.4886 | 5.4873 |

The last AF step runs as follows. At $r_s=4.3751$, $M=12$: $T+U=(3.3024-5.3516)\times10^{-19}=-2.0492\times10^{-19}$ J. With $L=12\times2.03098\times4.3751\,a_0=5.6426\times10^{-9}$ m, $u=E_ha_0=2.3071\times10^{-28}$ J m and $\alpha=2.1362\times10^{-20}$ m²,

$$\Delta=\frac{2\pi\times2.3071\times10^{-28}\times2.1362\times10^{-20}}{1.7965\times10^{-25}}\ {\rm J}=1.72\times10^{-22}\ {\rm J},$$

so the crystal lies at $-2.0475\times10^{-19}$ J. The fluid has $(4.81730/19.1415-1.99748/4.3751)\times10^{-18}=-2.0489\times10^{-19}$ J. Thus $d=+1.4\times10^{-22}$ J, and the slope $-1.773\times10^{-20}$ J gives $r_s=4.3751+0.0079=4.383$. There $n=1.913\times10^{28}$ m⁻³, $a=4.711\times10^{-10}$ m and $E=-2.050\times10^{-19}$ J $=-1.279$ eV. On this mesh the naive scheme would miss $|\xi|/2=5.8\times10^{-20}$ J, more than three units of $r_s$ times the slope, and omitting $\Delta$ alone would move the root by $1.72\times10^{-22}/1.773\times10^{-20}=0.010$.

The FM crystal, the literal case of one electron per primitive cell, meets the unpolarized fluid 0.008 above the Bloch point, where the polarized fluid is already lower. Its relevant crossing is the polarized one, $r_s=5.487$, with $n=9.75\times10^{27}$ m⁻³, $a=5.90\times10^{-10}$ m and $E=-2.047\times10^{-19}$ J $=-1.278$ eV. The scaling law accounts for its small slope. At $r_s=5.4967$ the crystal has $-(2\times2.7933-4.8428)\times10^{-19}/5.4967=-1.353\times10^{-20}$ J and the fluid $(-15.29398/166.08+2.51667/30.214)\times10^{-18}=-0.879\times10^{-20}$ J. The difference, $-4.7\times10^{-21}$ J without the derivative of $\Delta$, is close to the secant value $-4.8\times10^{-21}$ J. The window between $r_B$ and 5.487 in which the polarized fluid beats FM is pre-empted once AF order is allowed, as AF lies below FM and both fluids at the tabulated $r_s$ from 5.0 to 6.5.

The last shifts, about 0.001 for AF and for FM with the polarized fluid, estimate the error relative to the infinite-mesh HF value for these states. At $r_s=5.4602$ the corrected FM energy changes by $2.0\times10^{-22}$, $3.4\times10^{-23}$ and $6.4\times10^{-24}$ J over $M=6\to8\to10\to12$, with ratios 6.0 and 5.3. The raw energy changes by $3.96\times10^{-22}$, $1.96\times10^{-22}$ and $9.8\times10^{-23}$ J over the same steps, so the change left after adding $\Delta$ is 52%, 17% and 7% of the raw change; at this $r_s$ the $1/N$ term accounts for the mesh dependence to within 15% only between $M=10$ and $12$. A pure $L^{-5}$ law would give 4.8 and 3.4, and a pure $L^{-7}$ law 8.2 and 5.2. A pure $L^{-6}$ law would give 6.3 and 4.2. The error in $\alpha$ does not cause the drift: $\Delta M^3$ rises through $2.33$, $2.45$, $2.50$ and $2.51\times10^{-19}$ J, which acts against the fall of the corrected energy. That the exponential term dominates is a conjecture; these data do not separate it from the power laws.

Near the crossings the individual form factors are small, but each star adds many terms. FM has $f(110)=0.095$, half its value 0.190 at $r_s=10$; the twelve (110) vectors alone give a density $n(1+12\times0.095)=2.1n$ on a site and $n(1-4\times0.095)=0.62n$ at $(a/2,0,0)$. AF has charge amplitude $f(110)=0.062$ and spin amplitude $f(100)=0.251$, which costs no Hartree energy; these two stars give an up-spin density of $(1+6\times0.251+12\times0.062)\,n/2=3.25\,n/2$ on a corner and $(1-6\times0.251+12\times0.062)\,n/2=0.24\,n/2$ on a centre. Higher stars matter, above all (111) with $f\approx0.015$: the full sums at $M=8$ are about $3.4\,n/2$ and $0.14\,n/2$ for AF, and $2.2n$ and $0.67n$ for FM. That the free spin modulation is why AF wins first is plausible but not shown here.

The indirect gap on the $M=12$ mesh is $1.26\times10^{-19}$ J for AF, which contains the shift $|\xi|=1.16\times10^{-19}$ J, but $1.3\times10^{-20}$ J for FM near its polarized crossing, a seventh of the shift $|\xi|=9.2\times10^{-20}$ J contained in it. A mesh can miss the band extrema, so for a given Fock operator this number is an upper bound, and its convergence in $M$ was not established. The half-shifted mesh does miss the high-symmetry points. On periodic meshes, which contain them, the FM gap at $r_s=5.4602$ is $-1.5$, $-3.0$, $-3.4$ and $-3.5\times10^{-20}$ J for $M=6,8,10,12$, against $+8.0\times10^{-21}$ J on the shifted $M=12$ mesh; at the polarized crossing, $r_s=5.487$, it is $-1.2$ and $-2.6\times10^{-20}$ J for $M=6,8$, with the top of the band at $g(1,0,0)$ and the bottom of the next at $g(\tfrac12,\tfrac12,0)$, while the smallest direct gap, shift included, stays positive at about $4\times10^{-19}$ J. The AF gap at $r_s=4.3751$ is $9.5$, $7.0$ and $6.3\times10^{-20}$ J for $M=6,8,10$, positive and about half the shifted value. With a negative gap, moving electrons from the top of the band to the next band lowers the energy, so the full-band FM state, though stationary, is not a minimum there. Both crossings refer to two chosen bcc states; partly filled bands and other lattices or spin orders can only move the HF departure from the fluid to smaller $r_s$, and correlation, absent here, changes the comparison altogether.
